# Two-dimensional Wulff shape with square and diagonal facets: a numerical check

```python
# Result under test: the 2D equilibrium crystal with square facets (normals at
# 0, 90, ... degrees, energy gs) and diagonal facets (45, 135, ... degrees,
# energy gd) is a regular octagon at gd = gs; its diagonal facets vanish at
# gd = sqrt(2) gs and its square facets at gd = gs / sqrt(2).
# Symbols: ratio = gd/gs; W = Wulff polygon whose facet distances equal the
# facet energies; support function h(n) = max of x.n over W.
# Lengths in nm, surface energies in J/m2, unless a name says otherwise.
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid, cumulative_trapezoid
from scipy.optimize import minimize, minimize_scalar, brentq

ROOT2 = np.sqrt(2.0)
EIGHT = np.arange(8) * np.pi / 4


def eight_energies(gs, gd):
    return np.array([gs, gd] * 4, dtype=float)


def facet_lengths(angles, energies):
    """Clip each facet line by all the other half-planes."""
    lengths = []
    for i, angle in enumerate(angles):
        low, high = -np.inf, np.inf
        for j, other in enumerate(angles):
            slope = np.sin(other - angle)
            room = energies[j] - energies[i] * np.cos(other - angle)
            if slope > 1e-12:
                high = min(high, room / slope)
            elif slope < -1e-12:
                low = max(low, room / slope)
        lengths.append(max(0.0, high - low))
    return np.array(lengths)


def wulff_vertices(angles, energies):
    """All pairwise line intersections that satisfy every half-plane."""
    normals = np.column_stack([np.cos(angles), np.sin(angles)])
    points = []
    for i in range(len(angles)):
        for j in range(i):
            pair = normals[[i, j]]
            if abs(np.linalg.det(pair)) > 1e-9:
                point = np.linalg.solve(pair, energies[[i, j]])
                if np.all(normals @ point <= energies + 1e-10):
                    points.append(point)
    points = np.array(points)
    return points[np.argsort(np.arctan2(points[:, 1], points[:, 0]))]


def polygon_area(points):
    x, y = points.T
    return 0.5 * np.sum(x * np.roll(y, -1) - y * np.roll(x, -1))


def formula_lengths(gs, gd):
    if gd >= ROOT2 * gs:
        return 2 * gs, 0.0
    if gs >= ROOT2 * gd:
        return 0.0, 2 * gd
    return 2 * (ROOT2 * gd - gs), 2 * (ROOT2 * gs - gd)


def formula_area(gs, gd):
    square, diagonal = formula_lengths(gs, gd)
    return 2 * (gs * square + gd * diagonal)


# Facet lengths and area against the half-plane construction.
for ratio in (0.5, 0.65, 0.75, 0.9, 1.0, 1.2, 1.4, 1.5, 2.0):
    energies = eight_energies(1.0, ratio)
    lengths = facet_lengths(EIGHT, energies)
    assert np.allclose(lengths, list(formula_lengths(1.0, ratio)) * 4, atol=1e-10)
    area = polygon_area(wulff_vertices(EIGHT, energies))
    assert abs(area - formula_area(1.0, ratio)) < 1e-8
    if 1 / ROOT2 < ratio < ROOT2:
        assert abs(area - 4 * (2 * ROOT2 * ratio - 1 - ratio**2)) < 1e-8

# Direct optimization: largest area at fixed energy over eight free edge
# lengths of a closed polygon, without using the Wulff construction.
upper = np.triu(0.5 * np.sin(EIGHT[None, :] - EIGHT[:, None]), 1)
area_matrix = upper + upper.T
rng = np.random.default_rng(4)
largest_edge_error = 0.0
for ratio in (0.65, 1.0, 1.3, 1.6):
    energies = eight_energies(1.0, ratio)
    rows = np.vstack([np.cos(EIGHT), np.sin(EIGHT), energies])
    target = np.array([0.0, 0.0, 8.0])
    best = minimize(lambda e: -0.5 * e @ area_matrix @ e,
                    1 + 0.3 * rng.random(8),
                    jac=lambda e: -area_matrix @ e, method="SLSQP",
                    bounds=[(0, None)] * 8,
                    constraints={"type": "eq",
                                 "fun": lambda e: rows @ e - target,
                                 "jac": lambda e: rows},
                    options={"ftol": 1e-14, "maxiter": 500})
    expected = np.array(list(formula_lengths(1.0, ratio)) * 4)
    expected *= 8 / (energies @ expected)
    largest_edge_error = max(largest_edge_error, np.max(abs(best.x - expected)))
assert largest_edge_error < 1e-4

# Lower bound F >= 2 sqrt(area |W|) for many shapes, also non-convex ones.
smallest_excess = np.inf
for ratio in (1.0, 1.3, 1.6):
    energies = eight_energies(1.0, ratio)
    corners = wulff_vertices(EIGHT, energies)
    for trial in range(200):
        if trial % 2:
            phi = np.sort(rng.random(40)) * 2 * np.pi
            radius = 1 + 0.3 * rng.random(40)
        else:
            phi = np.linspace(0, 2 * np.pi, 400, endpoint=False)
            cosines = np.cos(phi[:, None] - EIGHT[None, :])
            radius = 1 / np.max(cosines / energies, axis=1)
            radius *= 1 + 0.03 * np.cos(rng.integers(1, 9) * phi + 6 * rng.random())
        shape = np.column_stack([radius * np.cos(phi), radius * np.sin(phi)])
        edges = np.roll(shape, -1, axis=0) - shape
        outward = np.column_stack([edges[:, 1], -edges[:, 0]])
        energy = np.sum(np.max(outward @ corners.T, axis=1))
        bound = 2 * np.sqrt(polygon_area(shape) * formula_area(1.0, ratio))
        smallest_excess = min(smallest_excess, energy / bound - 1)
assert smallest_excess > -1e-10

# Area-matching map from the unit disc to W: bound <= integral of div T = flux
# of T through the boundary <= surface energy of the disc.
map_ratio = 1.2
map_corners = wulff_vertices(EIGHT, eight_energies(1.0, map_ratio))


def wulff_slice(x):
    return 2 * np.minimum(1.0, ROOT2 * map_ratio - abs(x))


u = np.linspace(0, np.pi, 100001)
disc_x, disc_y = -np.cos(u), np.sin(u)
disc_fraction = (u - np.sin(u) * np.cos(u)) / np.pi
grid = np.linspace(-1, 1, 100001)
wulff_fraction = cumulative_trapezoid(wulff_slice(grid), grid, initial=0)
wulff_fraction /= wulff_fraction[-1]
mapped_x = np.interp(disc_fraction, wulff_fraction, grid)
mapped_slice = wulff_slice(mapped_x)
map_divergence = (trapezoid(2 * disc_y, mapped_x)
                  + trapezoid(mapped_slice, disc_x))
map_flux = 2 * trapezoid(mapped_x * disc_x + 0.5 * mapped_slice * disc_y, u)
disc_normals = np.column_stack([disc_x, disc_y])
disc_energy = 2 * trapezoid(np.max(disc_normals @ map_corners.T, axis=1), u)
map_bound = 2 * np.sqrt(np.pi * formula_area(1.0, map_ratio))
assert abs(map_divergence - map_flux) < 1e-5
assert map_bound < map_divergence < disc_energy

# Cutting the corners of a square at fixed area: best leg a over side L.
for ratio in (0.8, 1.0, 1.25, 1.4, 1.5):
    cut = minimize_scalar(
        lambda a: 4 * np.sqrt(1 + 2 * a * a) - 4 * a * (2 - ROOT2 * ratio),
        bounds=(0, 0.7), method="bounded", options={"xatol": 1e-10})
    leg_fraction = cut.x / np.sqrt(1 + 2 * cut.x**2)
    assert abs(leg_fraction - max(0, 1 - ratio / ROOT2)) < 1e-5

# Energy below which {21} facets enter the octagon.
third_angles = np.concatenate([np.arctan2(1, 2) + np.arange(4) * np.pi / 2,
                               np.arctan2(2, 1) + np.arange(4) * np.pi / 2])
sixteen = np.concatenate([EIGHT, third_angles])


def third_limit(gs, gd):
    return (gs + ROOT2 * gd) / np.sqrt(5)


for ratio in (0.8, 1.0, 1.41):
    for factor, present in ((0.999, True), (1.001, False)):
        third = np.full(8, factor * third_limit(1.0, ratio))
        all_energies = np.concatenate([eight_energies(1.0, ratio), third])
        third_lengths = facet_lengths(sixteen, all_energies)[8:]
        assert np.all((third_lengths > 1e-9) == present)

# Worked example: bare line, round parameters in the rough regime of copper.
gs = 1.5
section = 400.0
atom_spacing = 0.25
to_ev_per_nm = 1e-18 / const.e


def example(gd):
    energies = eight_energies(gs, gd)
    lengths = facet_lengths(EIGHT, energies)
    wulff_area = polygon_area(wulff_vertices(EIGHT, energies))
    scale = np.sqrt(section / wulff_area)
    line_energy = scale * np.sum(energies * lengths)
    return scale * lengths[0], scale * lengths[1], line_energy, scale


# Extra line energy for each cut corner: shifted threshold.
corner_energy = gs * atom_spacing
eta = corner_energy / (gs * np.sqrt(section))


def energy_with_cuts(ratio, cuts):
    angles = np.concatenate([EIGHT[::2], EIGHT[1::2][:cuts]])
    energies = np.array([gs] * 4 + [gs * ratio] * cuts)
    wulff_area = polygon_area(wulff_vertices(angles, energies))
    return 2 * np.sqrt(section * wulff_area) + cuts * corner_energy


shifted_ratio = brentq(lambda q: energy_with_cuts(q, 4) - energy_with_cuts(q, 0),
                       1.0, 1.41)
assert abs(shifted_ratio - (ROOT2 - np.sqrt(2 * eta - eta**2))) < 1e-7
for shift, winner in ((-0.01, 4), (0.01, 0)):
    trial_energies = [energy_with_cuts(shifted_ratio + shift, m) for m in range(5)]
    assert int(np.argmin(trial_energies)) == winner

# {210} facets with the same energy as the other two kinds.
equal_energies = np.full(16, gs)
equal_lengths = facet_lengths(sixteen, equal_energies)
equal_scale = np.sqrt(section / (0.5 * np.sum(equal_energies * equal_lengths)))

# Different temperature slopes of the two facet energies (assumed size).
slope_difference = 5e-5
temperature_span = 400.0
thermal_change = slope_difference * temperature_span

# Isotropic estimate: round wire against one sphere per length of wire.
wire_radius = np.sqrt(section / np.pi)


def breakup_gain(spacing):
    sphere_radius = (0.75 * wire_radius**2 * spacing) ** (1 / 3)
    return 2 * np.pi * wire_radius * spacing - 4 * np.pi * sphere_radius**2


breakup_spacing = brentq(breakup_gain, wire_radius, 20 * wire_radius)
assert abs(breakup_spacing / wire_radius - 4.5) < 1e-8

# Surface-diffusion time R^4 kT / (D gs volume^2 site_density), rough inputs.
diffusion_prefactor = 1e-6
diffusion_barrier_ev = 0.8
atom_volume_nm3 = 0.012
sites_per_nm2 = 15.0


def reshaping_time(temperature):
    thermal = const.k * temperature
    diffusion = diffusion_prefactor * np.exp(-diffusion_barrier_ev * const.e / thermal)
    mobility = (diffusion * gs * (atom_volume_nm3 * 1e-27) ** 2
                * sites_per_nm2 * 1e18 / thermal)
    return (wire_radius * 1e-9) ** 4 / mobility


print("TESTS")
print(f"largest edge error, direct optimum: {largest_edge_error:.1e} (scaled)")
print(f"smallest excess over energy bound: {smallest_excess:.2e}")
print(f"disc, ratio {map_ratio}: bound {map_bound:.4f}, div {map_divergence:.4f}")
print(f"  boundary flux {map_flux:.4f}, energy {disc_energy:.4f} (units of gs)")
print("EXAMPLE INPUT")
print(f"square-facet energy gs = {gs:.2f} J/m2 = {gs * to_ev_per_nm:.3f} eV/nm2")
print(f"cross-section area = {section:.0f} nm2")
print("EQUAL ENERGIES")
equal = example(gs)
print(f"|W| = {formula_area(1.0, 1.0):.4f} gs^2")
print(f"scale from energy to distance = {equal[3]:.4f} nm per J/m2")
print(f"centre-to-facet distance = {equal[3] * gs:.3f} nm")
print(f"each facet width = {equal[0]:.3f} nm")
print(f"line energy = {equal[2] * to_ev_per_nm:.1f} eV/nm")
print("THRESHOLDS")
print(f"diagonal facets vanish: ratio {ROOT2:.4f}, gd = {ROOT2 * gs:.4f} J/m2")
print(f"  the same gd = {ROOT2 * gs * 1000:.1f} erg/cm2")
print(f"square facets vanish: ratio {1 / ROOT2:.4f}, gd = {gs / ROOT2:.4f} J/m2")
print("ratio | gd J/m2 | square nm | diagonal nm | energy eV/nm")
for ratio in (0.65, 0.85, 1.0, 1.1, 1.2, 1.3, 1.4, 1.5):
    row = example(ratio * gs)
    print(f"{ratio:.2f} | {ratio * gs:.3f} | {row[0]:.3f} | {row[1]:.3f}"
          f" | {row[2] * to_ev_per_nm:.1f}")
print("NEGLECTED EFFECTS")
print(f"atomic spacing (rough) = {atom_spacing:.2f} nm")
print(f"corner energy scale = {corner_energy * to_ev_per_nm:.2f} eV/nm")
print(f"eta = {eta:.4f}; shifted threshold ratio = {shifted_ratio:.4f}")
print(f"  shifted threshold gd = {shifted_ratio * gs:.3f} J/m2")
print(f"  diagonal width lost in the jump = {example(shifted_ratio * gs)[1]:.2f} nm")
print(f"{{210}} absent at gd=gs if its energy >= {third_limit(gs, gs):.3f} J/m2")
print(f"{{210}} absent at threshold if >= {third_limit(gs, ROOT2 * gs):.3f} J/m2")
print(f"all equal with {{210}}: square width {equal_scale * equal_lengths[0]:.2f} nm")
print(f"  diagonal width {equal_scale * equal_lengths[1]:.2f} nm")
print(f"  {{210}} width {equal_scale * equal_lengths[8]:.2f} nm")
print(f"assumed slope difference = {slope_difference * 1000:.2f} mJ/(m2 K)")
print(f"  over {temperature_span:.0f} K: gd-gs changes {thermal_change:.3f} J/m2")
print(f"  ratio changes by {thermal_change / gs:.4f}")
print(f"  diagonal width at gd = gs + change: {example(gs + thermal_change)[1]:.2f} nm")
print(f"equivalent round-wire radius = {wire_radius:.2f} nm")
print(f"break-up pays for drop spacing above {breakup_spacing:.1f} nm")
print(f"diffusion prefactor (rough) = {diffusion_prefactor * 1e4:.2f} cm2/s")
print(f"diffusion barrier (rough) = {diffusion_barrier_ev:.1f} eV")
print(f"atomic volume (rough) = {atom_volume_nm3:.3f} nm3")
print(f"surface site density (rough) = {sites_per_nm2:.0f} per nm2")
for temperature in (300.0, 400.0, 700.0):
    print(f"reshaping time at {temperature:.0f} K ~ {reshaping_time(temperature):.0e} s")
print("PASS")
```

Output:

```
TESTS
largest edge error, direct optimum: 6.8e-08 (scaled)
smallest excess over energy bound: 7.27e-03
disc, ratio 1.2: bound 6.9252, div 7.0698
  boundary flux 7.0698, energy 7.2902 (units of gs)
EXAMPLE INPUT
square-facet energy gs = 1.50 J/m2 = 9.362 eV/nm2
cross-section area = 400 nm2
EQUAL ENERGIES
|W| = 3.3137 gs^2
scale from energy to distance = 7.3246 nm per J/m2
centre-to-facet distance = 10.987 nm
each facet width = 9.102 nm
line energy = 681.7 eV/nm
THRESHOLDS
diagonal facets vanish: ratio 1.4142, gd = 2.1213 J/m2
  the same gd = 2121.3 erg/cm2
square facets vanish: ratio 0.7071, gd = 1.0607 J/m2
ratio | gd J/m2 | square nm | diagonal nm | energy eV/nm
0.65 | 0.975 | 0.000 | 20.000 | 486.8
0.85 | 1.275 | 4.895 | 13.667 | 618.4
1.00 | 1.500 | 9.102 | 9.102 | 681.7
1.10 | 1.650 | 11.706 | 6.620 | 711.0
1.20 | 1.800 | 14.272 | 4.386 | 731.6
1.30 | 1.950 | 16.880 | 2.299 | 744.1
1.40 | 2.100 | 19.600 | 0.284 | 748.9
1.50 | 2.250 | 20.000 | 0.000 | 749.0
NEGLECTED EFFECTS
atomic spacing (rough) = 0.25 nm
corner energy scale = 2.34 eV/nm
eta = 0.0125; shifted threshold ratio = 1.2566
  shifted threshold gd = 1.885 J/m2
  diagonal width lost in the jump = 3.19 nm
{210} absent at gd=gs if its energy >= 1.620 J/m2
{210} absent at threshold if >= 2.012 J/m2
all equal with {210}: square width 5.29 nm
  diagonal width 3.64 nm
  {210} width 4.46 nm
assumed slope difference = 0.05 mJ/(m2 K)
  over 400 K: gd-gs changes 0.020 J/m2
  ratio changes by 0.0133
  diagonal width at gd = gs + change: 8.75 nm
equivalent round-wire radius = 11.28 nm
break-up pays for drop spacing above 50.8 nm
diffusion prefactor (rough) = 0.01 cm2/s
diffusion barrier (rough) = 0.8 eV
atomic volume (rough) = 0.012 nm3
surface site density (rough) = 15 per nm2
reshaping time at 300 K ~ 6e+05 s
reshaping time at 400 K ~ 3e+02 s
reshaping time at 700 K ~ 3e-02 s
PASS
```
